**Third-harmonic voltage of a heated metal line: formula against simulation**

A line of resistance $R_0(1+\beta\theta)$, with mean temperature rise $\theta$, carries the current $I_0\cos\omega t$ and shows a third-harmonic voltage of complex peak amplitude $V_3=\beta R_0^2I_0^3Z(2\omega)/4$ to leading order in $\beta\theta$. Here $\beta$ is the temperature coefficient of resistance and $Z(\nu)$ the thermal impedance at angular frequency $\nu$. The program solves the two-dimensional heat equation in time, with Joule heating by the momentary resistance, and Fourier analyses the voltage. It asserts that the simulated $V_3$ agrees with the formula within 1%, and that the shift of the fundamental does too. It also asserts the predicted effects of doubled current, a series resistance, extra steady heat and a current offset, each within a stated tolerance. For a platinum line on a 500 nm low-k film, the output gives 0.479 mV from the formula and 0.481 mV from the simulation. The film conductivity recovered from the simulated voltage is 0.404 W/(m K), against an input of 0.4 W/(m K). Further asserts keep each estimated neglected effect small, and the output lists their sizes.

## Numerical check

```python
"""
Result under test: a line of resistance R = R0*(1 + beta*theta), carrying
I0*cos(omega*t), has a third-harmonic voltage of complex peak amplitude
    V3 = beta * R0**2 * I0**3 * Z(2*omega) / 4,
theta = mean temperature rise of the line, beta = temperature coefficient,
Z(nu) = thermal impedance in K/W at angular frequency nu.
The formula is tested against a time-dependent finite-volume solution of
the heat equation with Joule heating by the instantaneous resistance.
SI units inside the program; phasors follow x(t) = Re[X exp(i n omega t)].
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu

# Chosen geometry and drive
width, length, thick = 20e-6, 1e-3, 200e-9
half = width / 2
film_d, wafer_h = 500e-9, 500e-6
freq, I0 = 1000.0, 20e-3
omega = 2 * np.pi * freq
# Rough typical material parameters near room temperature
temperature = 300.0
rho, beta = 1.5e-7, 2.5e-3
k_film, c_film = 0.4, 1.3e6
k_si, c_si = 150.0, 1.66e6
c_pt = 2.8e6
R0 = rho * length / (width * thick)
P2 = I0**2 * R0 / 2


def thermal_impedance(nu, d):
    """Strip on a film of thickness d on a wafer with a cold base (K/W)."""
    edges = np.concatenate(([0.0], np.geomspace(1e-3, np.pi / 2, 20),
                            np.arange(2, 700) * np.pi / 2))
    nodes, weights = np.polynomial.legendre.leggauss(8)
    mid, rad = (edges[1:] + edges[:-1]) / 2, np.diff(edges) / 2
    u = (mid[:, None] + rad[:, None] * nodes).ravel()
    w = (rad[:, None] * weights).ravel()
    k = u / half
    g_film = np.sqrt(k**2 + 1j * nu * c_film / k_film)
    g_si = np.sqrt(k**2 + 1j * nu * c_si / k_si)
    z_si = np.tanh(g_si * wafer_h) / (k_si * g_si)
    z_film = 1 / (k_film * g_film)
    th = np.tanh(g_film * d)
    surface = z_film * (z_si + z_film * th) / (z_film + z_si * th)
    return np.sum(w * (np.sin(u) / u)**2 * surface) / (np.pi * length * half)


Z0 = thermal_impedance(0.0, film_d).real
Z1 = thermal_impedance(omega, film_d)
Z2 = thermal_impedance(2 * omega, film_d)
Z2_sub = thermal_impedance(2 * omega, 0.0)
Z_film = film_d / (k_film * width * length)
theta0, theta2 = Z0 * P2, Z2 * P2
V3 = beta * R0**2 * I0**3 * Z2 / 4


# Finite-volume grid on one half of the symmetric cross-section
def graded(first, total, growth=1.25):
    n = int(np.ceil(np.log(1 + total * (growth - 1) / first)
                    / np.log(growth)))
    w = first * growth**np.arange(n)
    return w * total / w.sum()


inside = graded(film_d / 5, half)[::-1]
dx = np.concatenate((inside, graded(film_d / 5, 2.5e-3)))
n_film = 8
dz = np.concatenate((np.full(n_film, film_d / n_film),
                     graded(film_d / 5, wafer_h)))
nx, nz = len(dx), len(dz)
is_film = np.arange(nz) < n_film
kz = np.where(is_film, k_film, k_si)
cz = np.where(is_film, c_film, c_si)
index = np.arange(nx * nz).reshape(nz, nx)
gx = length * (kz * dz)[:, None] / ((dx[1:] + dx[:-1]) / 2)[None, :]
half_res = dz / (2 * kz)
gz = length * dx[None, :] / (half_res[1:] + half_res[:-1])[:, None]
left = np.concatenate((index[:, :-1].ravel(), index[:-1].ravel()))
right = np.concatenate((index[:, 1:].ravel(), index[1:].ravel()))
g = np.concatenate((gx.ravel(), gz.ravel()))
base = length * dx / half_res[-1]
rows = np.concatenate((left, right, left, right, index[-1]))
cols = np.concatenate((left, right, right, left, index[-1]))
vals = np.concatenate((g, g, -g, -g, base))
conduct = coo_matrix((vals, (rows, cols)), shape=(nx * nz, nx * nz)).tocsc()
capacity = (cz * dz)[:, None] * dx[None, :] * length
capacity = capacity.ravel()
mean_weight = np.zeros(nx * nz)
mean_weight[:len(inside)] = inside / half
heat_share = mean_weight / 2
top_res = half_res[0] / (width * length)

# Five cases: base, doubled current, series resistor, steady heat, offset
amp = np.array([I0, 2 * I0, I0, I0, I0])
offset = np.array([0, 0, 0, 0, 0.2 * I0])
extra = np.array([0, 0, 0, 10 * P2, 0])
R_series = R0


def source_current(c, R):
    current = offset + amp * c
    current[2] = I0 * (R_series + R0) * c / (R_series + R[2])
    return current


steps, periods = 200, 13
dt = 1 / (freq * steps)
solver = splu((diags(1.5 * capacity / dt) + conduct).tocsc())
T_old = np.zeros((nx * nz, 5))
T_now = np.zeros((nx * nz, 5))
th_old, th_now = np.zeros(5), np.zeros(5)
record, rise = [], []
for n in range(1, steps * periods + 1):
    c = np.cos(omega * n * dt)
    R = R0 * (1 + beta * (2 * th_now - th_old))
    power = source_current(c, R)**2 * R + extra
    rhs = capacity[:, None] * (4 * T_now - T_old) / (2 * dt)
    rhs += heat_share[:, None] * power[None, :]
    T_old, T_now = T_now, solver.solve(rhs)
    th_old, th_now = th_now, mean_weight @ T_now + top_res * power
    R = R0 * (1 + beta * th_now)
    if n > steps * (periods - 1):
        record.append(source_current(c, R) * R)
        rise.append(th_now)
record, rise = np.array(record), np.array(rise)
times = np.arange(steps * (periods - 1) + 1, steps * periods + 1) * dt


def harmonic(signal, n):
    return 2 / steps * np.exp(-1j * n * omega * times) @ signal


S1, S2, S3 = (harmonic(record, n) for n in (1, 2, 3))

# Tests: simulation on one side, derived formulas on the other.
# Tolerances cover the grid error and the resistance feedback.
err_V3 = abs(S3[0] / V3 - 1)
assert err_V3 < 0.01
shift_sim = S1[0] - I0 * R0
shift_formula = I0 * R0 * beta * (theta0 + theta2 / 2)
assert abs(shift_sim / shift_formula - 1) < 0.01
assert abs(S2[0]) < 1e-3 * abs(S3[0])
cubic = abs(S3[1] / S3[0])
feedback = beta * (theta0 + 1.5 * theta2.real)
assert abs((cubic / 8 - 1) / (3 * feedback) - 1) < 0.1
series_ratio = abs(S3[2] / S3[0])
assert abs(series_ratio / (R_series / (R_series + R0)) - 1) < 0.01
steady_ratio = abs(S3[3] / S3[0])
steady_formula = 1 + beta * Z0 * extra[3]
assert abs(steady_ratio - steady_formula) < 1e-3
V2_offset = R0**2 * beta * I0**2 * offset[4] * (Z1 + Z2 / 2)
assert abs(S2[4] / V2_offset - 1) < 0.015
thin_error = abs((Z2_sub + Z_film) / Z2 - 1)
assert thin_error < 0.03
theta2_measured = 2 * S3[0] / (beta * I0 * R0)
film_part = (theta2_measured - Z2_sub * P2).real
k_found = P2 * film_d / (width * length * film_part)
assert abs(k_found / k_film - 1) < 0.03

# Sizes of neglected effects
heater_lag = abs(1 / (1 + 2j * omega * c_pt * width * thick * length * Z2) - 1)
interface_r = 2e-8
interface_share = interface_r * k_film / film_d
h_air = 10.0
surface_h = h_air + 4 * const.sigma * temperature**3
surface_share = surface_h * width * length * abs(Z2)
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
k_pt = lorenz * temperature / rho
healing = np.sqrt(k_pt * thick * film_d / k_film)
curvature = 6e-7
curve_share = 2 * curvature * theta0 / beta
eps_film, breakdown = 2.7, 5e8
cap = const.epsilon_0 * eps_film * width * length / film_d
field = I0 * R0 / film_d
noise = np.sqrt(4 * const.k * temperature * R0)
depth = np.sqrt(k_si / (c_si * 2 * omega))
assert max(heater_lag, interface_share, surface_share,
           2 * healing / length, curve_share, omega * cap * R0) < 0.05
assert field < 0.1 * breakdown and noise < 1e-3 * abs(V3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (material values rough)")
show("line width", width * 1e6, "um")
show("line length", length * 1e3, "mm")
show("line thickness", thick * 1e9, "nm")
show("film thickness", film_d * 1e9, "nm")
show("wafer thickness", wafer_h * 1e6, "um")
show("drive frequency", freq, "Hz")
show("peak current", I0 * 1e3, "mA")
show("temperature of use", temperature, "K")
show("Pt resistivity", rho * 1e8, "uOhm cm")
show("Pt temperature coefficient", beta, "1/K")
show("film conductivity", k_film, "W/(m K)")
show("film heat capacity", c_film / 1e6, "J/(cm3 K)")
show("Si conductivity", k_si, "W/(m K)")
show("Si heat capacity", c_si / 1e6, "J/(cm3 K)")
print("RESULTS")
show("resistance R0", R0, "Ohm")
show("power amplitude P2", P2 * 1e3, "mW")
show("Z at zero frequency", Z0, "K/W")
show("|Z| at 2 omega", abs(Z2), "K/W")
show("film part d/(2bL kf)", Z_film, "K/W")
show("|Z| substrate alone", abs(Z2_sub), "K/W")
show("mean rise theta0", theta0, "K")
show("oscillation |theta2|", abs(theta2), "K")
show("fundamental I0 R0", I0 * R0 * 1e3, "mV")
show("|V3| formula", abs(V3) * 1e3, "mV")
show("|V3| simulation", abs(S3[0]) * 1e3, "mV")
show("V3 phase, formula", np.degrees(np.angle(V3)), "deg", 3)
show("V3 deviation", err_V3 * 100, "%", 2)
show("V1 thermal shift, formula", abs(shift_formula) * 1e3, "mV")
show("V1 thermal shift, simulation", abs(shift_sim) * 1e3, "mV")
show("V3 ratio, current doubled", cubic)
show("feedback estimate", feedback * 100, "%", 3)
show("V3 ratio, Rs = R0", series_ratio)
show("mean rise with steady heat", rise[:, 3].mean(), "K")
show("V3 ratio with steady heat", steady_ratio, "", 5)
show("V2, offset 0.2 I0, formula", abs(V2_offset) * 1e3, "mV")
show("V2, same, simulation", abs(S2[4]) * 1e3, "mV")
show("thin-film formula error", thin_error * 100, "%", 2)
show("recovered film conductivity", k_found, "W/(m K)")
print("NEGLECTED EFFECTS AND REGIME (rough)")
show("Pt heat capacity effect", heater_lag * 100, "%", 2)
show("interface resistance share", interface_share * 100, "%", 2)
show("air and radiation share", surface_share * 100, "%", 2)
show("pad cooling share", 200 * healing / length, "%", 2)
show("R(T) curvature share", curve_share * 100, "%", 2)
show("capacitive leakage omega C R0", omega * cap * R0, "", 2)
show("peak film field", field / 1e8, "MV/cm", 2)
show("rough breakdown field", breakdown / 1e8, "MV/cm", 2)
show("noise in 1 Hz", noise * 1e9, "nV rms", 2)
show("current density", I0 / (width * thick) / 1e10, "MA/cm2", 2)
show("Si penetration depth", depth * 1e6, "um", 3)
print("success")
```

It prints:

```
INPUTS (material values rough)
line width: 20 um
line length: 1 mm
line thickness: 200 nm
film thickness: 500 nm
wafer thickness: 500 um
drive frequency: 1000 Hz
peak current: 20 mA
temperature of use: 300 K
Pt resistivity: 15 uOhm cm
Pt temperature coefficient: 0.0025 1/K
film conductivity: 0.4 W/(m K)
film heat capacity: 1.3 J/(cm3 K)
Si conductivity: 150 W/(m K)
Si heat capacity: 1.66 J/(cm3 K)
RESULTS
resistance R0: 37.5 Ohm
power amplitude P2: 7.5 mW
Z at zero frequency: 72.17 K/W
|Z| at 2 omega: 68.14 K/W
film part d/(2bL kf): 62.5 K/W
|Z| substrate alone: 6.705 K/W
mean rise theta0: 0.5412 K
oscillation |theta2|: 0.511 K
fundamental I0 R0: 750 mV
|V3| formula: 0.4791 mV
|V3| simulation: 0.4811 mV
V3 phase, formula: -1.63 deg
V3 deviation: 0.42 %
V1 thermal shift, formula: 1.494 mV
V1 thermal shift, simulation: 1.499 mV
V3 ratio, current doubled: 8.079
feedback estimate: 0.327 %
V3 ratio, Rs = R0: 0.4975
mean rise with steady heat: 5.969 K
V3 ratio with steady heat: 1.0135
V2, offset 0.2 I0, formula: 0.579 mV
V2, same, simulation: 0.5823 mV
thin-film formula error: 1.4 %
recovered film conductivity: 0.4039 W/(m K)
NEGLECTED EFFECTS AND REGIME (rough)
Pt heat capacity effect: 0.96 %
interface resistance share: 1.6 %
air and radiation share: 0.0022 %
pad cooling share: 0.7 %
R(T) curvature share: 0.026 %
capacitive leakage omega C R0: 2.3e-07
peak film field: 0.015 MV/cm
rough breakdown field: 5 MV/cm
noise in 1 Hz: 0.79 nV rms
current density: 0.5 MA/cm2
Si penetration depth: 84.8 um
success
```
